**Galitskii-Migdal and coupling-constant energies of the half-filled Hubbard dimer**

The program solves second-order theory for hopping $t$ and repulsion $U$ at zero temperature, with Green's function $G$ and self-energy $\Sigma$ represented by sums of poles. It asserts that the Galitskii-Migdal energy, the coupling-constant integral and a stationary energy functional agree at self-consistency; for $U=3t$ all three are $-0.9133\,t$. Finite differences of the functional in $U$ and $t$ are asserted to reproduce the interaction and hopping energies. The one-shot $G$, obtained by one Dyson step from the bare function, is compared with the exact Lehmann representation, and both of its energies with exact diagonalization. It passes these tests although it is not self-consistent, so agreement of the two energies does not require self-consistency. The iteration table pairs each $G$ either with the $\Sigma$ that produced it (A) or with the $\Sigma$ built from it (B), and shows the mismatch vanishing on convergence. The last lines compare self-consistent with exact energies and check their different fourth-order coefficients at weak coupling.

## Numerical check

```python
"""
Half-filled Hubbard dimer, zero temperature, second-order self-energy.

Result under test: with the self-consistent G, the Galitskii-Migdal energy
    E = U/2 - 2 t (n_b - n_a) + V,    V = (1/2) Tr Sigma G,
equals the coupling-constant integral
    E = -2 t + U/2 + integral_0^U V(U')/U' dU'.
Unconverged G generally breaks the equality, but the one-shot G (one Dyson
step from the bare G) is exact for this dimer and satisfies it as well.

Symbols: t hopping, U repulsion, b/a bonding/antibonding orbital,
n_b, n_a occupations per spin, p(tau) = G_b(-tau), q(tau) = -G_b(tau), tau > 0.
Sigma excludes the Hartree term U/2, which cancels the chemical potential.
G and Sigma are represented by sums of poles at fixed energies +-poles.
All energies are in units of a reference hopping equal to 1.
"""
import numpy as np

x_leg, w_leg = np.polynomial.legendre.leggauss(160)


def half_line(scale):
    """Quadrature nodes and weights on (0, infinity)."""
    nodes = scale * (1 + x_leg) / (1 - x_leg)
    return nodes, w_leg * 2 * scale / (1 - x_leg) ** 2


def make_fit(matrix):
    """Stable least-squares solver by truncated singular values."""
    left, s, right = np.linalg.svd(matrix, full_matrices=False)
    keep = s > 1e-12 * s[0]
    left, s, right = left[:, keep], s[keep], right[keep]
    return lambda data: right.T @ ((left.T @ data) / s)


tau, w_tau = half_line(0.5)
omega, w_omega = half_line(4.0)
poles = np.geomspace(0.3, 150.0, 44)
n_poles = len(poles)
decay = np.exp(-np.outer(tau, poles))
particle = 1 / (1j * omega[:, None] - poles)
hole = 1 / (1j * omega[:, None] + poles)
both = np.hstack([particle, hole])
fit_time = make_fit(decay)
fit_freq = make_fit(np.vstack([both.real, both.imag]))


def dyson(sigma, t):
    """Return G_b(i omega), p(tau), q(tau), n_b, n_a."""
    g = 1 / (1j * omega + t - sigma)
    coef = fit_freq(np.concatenate([g.real, g.imag]))
    c_part, c_hole = coef[:n_poles], coef[n_poles:]
    return g, decay @ c_hole, decay @ c_part, c_hole.sum(), c_part.sum()


def sigma_times(p, q, U):
    """Magnitudes of Sigma_b at positive and negative imaginary time."""
    return (U**2 / 4 * (p**3 + 3 * p * q**2),
            U**2 / 4 * (q**3 + 3 * p**2 * q))


def self_energy(p, q, U):
    later, earlier = sigma_times(p, q, U)
    return particle @ fit_time(later) + hole @ fit_time(earlier)


def trace(f):
    """Trace over two spins and two orbitals of a frequency function."""
    return 4 / np.pi * np.sum(w_omega * np.real(f))


def solve(U, t=1.0):
    """Self-consistent solution with its energies."""
    sigma = np.zeros(len(omega), complex)
    for _ in range(300):
        g, p, q, nb, na = dyson(sigma, t)
        new = self_energy(p, q, U)
        change = np.max(np.abs(new - sigma))
        if change < 1e-10:
            break
        sigma = 0.4 * sigma + 0.6 * new
    assert change < 1e-10, "self-consistency not reached"
    V = 0.5 * trace(sigma * g)
    hop = -2 * t * (nb - na)
    g0 = 1 / (1j * omega + t)
    functional = (U / 2 - 2 * t - 0.75 * trace(sigma * g)
                  - trace(np.log(np.abs(1 - g0 * sigma))))
    return dict(V=V, hop=hop, gm=U / 2 + hop + V, lw=functional,
                p=p, q=q, nb=nb, na=na)


def iterates(U, last):
    """Rows: hopping energy, V with the producing Sigma, V with Sigma[G]."""
    sigma = np.zeros(len(omega), complex)
    rows = []
    for _ in range(last + 1):
        g, p, q, nb, na = dyson(sigma, 1.0)
        new = self_energy(p, q, U)
        rows.append([-2 * (nb - na), 0.5 * trace(sigma * g),
                     0.5 * trace(new * g)])
        sigma = new
    return np.array(rows)


x_c, w_c = np.polynomial.legendre.leggauss(10)


def coupling_grid(U):
    return U * (1 + x_c) / 2, U * w_c / 2


def coupling_energy(U):
    u_nodes, u_weights = coupling_grid(U)
    return -2 + U / 2 + sum(w * solve(u)["V"] / u
                            for u, w in zip(u_nodes, u_weights))


h_site = np.array([[0.0, -1.0], [-1.0, 0.0]])


def exact_state(U):
    """Ground state; indices are positions of the up and down electron."""
    H = (np.kron(h_site, np.eye(2)) + np.kron(np.eye(2), h_site)
         + np.diag([U, 0, 0, U]))
    e, v = np.linalg.eigh(H)
    return e[0], v[:, 0].reshape(2, 2)


U = 3.0
E_exact, psi = exact_state(U)

# Exact bonding Green's function from its Lehmann representation.
b = np.array([1.0, 1.0]) / np.sqrt(2)
a = np.array([1.0, -1.0]) / np.sqrt(2)
e1, v1 = np.linalg.eigh(h_site)
removed = v1.T @ (b @ psi)
added = v1.T @ (b[0] * psi[1] - b[1] * psi[0])
removal_poles = E_exact - e1 - U / 2
addition_poles = e1 + U - E_exact - U / 2
z = 1j * omega[:, None]
g_exact = (np.sum(removed**2 / (z - removal_poles), axis=1)
           + np.sum(added**2 / (z - addition_poles), axis=1))
g_bare, p0, q0, _, _ = dyson(0 * omega, 1.0)
sigma_bare = self_energy(p0, q0, U)
g_one = dyson(sigma_bare, 1.0)[0]
one_shot_error = np.max(np.abs(g_one - g_exact))
assert one_shot_error < 1e-7
main_removal = removal_poles[np.argmax(removed**2)]
main_addition = addition_poles[np.argmax(added**2)]
root = np.sqrt(4 + U**2 / 4)
assert abs(main_removal - (1 - root)) < 1e-10
assert abs(main_addition - (1 + root)) < 1e-10
assert abs(E_exact - (U / 2 - root)) < 1e-10

# Self-consistent energies by three routes.
sc = solve(U)
E_cc = coupling_energy(U)
assert abs(sc["gm"] - E_cc) < 1e-6
assert abs(sc["gm"] - sc["lw"]) < 1e-6
assert abs(sc["nb"] + sc["na"] - 1) < 1e-7

# Interaction energy directly from imaginary-time functions.
p, q = sc["p"], sc["q"]
V_time = -U**2 / 2 * np.sum(w_tau * (p**4 + 6 * p**2 * q**2 + q**4))
assert abs(V_time - sc["V"]) < 1e-6

# Orbital self-energy against the site-basis product of propagators.
bb, aa = np.outer(b, b), np.outer(a, a)
later, earlier = sigma_times(p, q, U)
for k in range(0, len(tau), 10):
    g_pos = -(q[k] * bb + p[k] * aa)
    g_neg = p[k] * bb + q[k] * aa
    s_pos = -U**2 * g_pos**2 * g_neg.T
    s_neg = -U**2 * g_neg**2 * g_pos.T
    assert abs(b @ s_pos @ b + later[k]) < 1e-11
    assert abs(b @ s_neg @ b - earlier[k]) < 1e-11


# Stationarity: total parameter derivatives equal the explicit ones.
def derivative(f, x0, h=0.02):
    return (8 * (f(x0 + h) - f(x0 - h)) - f(x0 + 2 * h) + f(x0 - 2 * h)) / (12 * h)


dE_dU = derivative(lambda u: solve(u)["lw"], U)
dE_dt = derivative(lambda s: solve(U, s)["lw"], 1.0)
assert abs(U * dE_dU - (U / 2 + sc["V"])) < 1e-5
assert abs(dE_dt - sc["hop"]) < 1e-5

# Successive iterations: both energies from each unconverged G.
last = 20
rows = iterates(U, last)
u_nodes, u_weights = coupling_grid(U)
integral = sum(w / u * iterates(u, last)[:, 1:]
               for u, w in zip(u_nodes, u_weights))
gm_it = U / 2 + rows[:, :1] + rows[:, 1:]
cc_it = -2 + U / 2 + integral
gap = np.abs(gm_it - cc_it)
assert abs(gm_it[1, 0] - E_exact) < 1e-6
assert abs(cc_it[1, 0] - E_exact) < 1e-6
assert abs(gm_it[0, 1] - (-2 + U / 2 - U**2 / 8)) < 1e-6
assert abs(cc_it[0, 1] - (-2 + U / 2 - U**2 / 16)) < 1e-6
assert gap[2, 0] > 1e-4 and gap[1, 1] > 1e-4 and gap[2, 1] > 1e-4
assert gap[last, 0] < 0.05 * gap[2, 0]
assert gap[last, 1] < 0.05 * gap[1, 1]

# Fourth-order coefficient at weak coupling.
U_small = 0.2
second_order = -2 + U_small / 2 - U_small**2 / 16
c4_sc = (solve(U_small)["gm"] - second_order) / U_small**4
c4_exact = (exact_state(U_small)[0] - second_order) / U_small**4
assert abs(c4_sc * 256 - 1) < 0.03
assert abs(c4_exact * 1024 - 1) < 0.03

print("Energies in units of t; hopping t = 1, U =", U)
print(f"exact ground-state energy            {E_exact:.6f} t")
print(f"exact main removal pole              {main_removal:.6f} t")
print(f"exact main addition pole             {main_addition:.6f} t")
print(f"max |one-shot G - exact G|           {one_shot_error:.1e} 1/t")
print("Self-consistent second order:")
print(f"bonding occupation per spin          {sc['nb']:.6f}")
print(f"antibonding occupation per spin      {sc['na']:.6f}")
print(f"exact bonding occupation per spin    {np.sum(removed**2):.6f}")
print(f"hopping energy                       {sc['hop']:.6f} t")
print(f"Hartree energy                       {U / 2:.6f} t")
print(f"V = (1/2) Tr Sigma G                 {sc['V']:.6f} t")
print(f"Galitskii-Migdal energy              {sc['gm']:.6f} t")
print(f"coupling-integration energy          {E_cc:.6f} t")
print(f"stationary-functional energy         {sc['lw']:.6f} t")
print(f"|Galitskii-Migdal - coupling|        {abs(sc['gm'] - E_cc):.1e} t")
print(f"U dE/dU by finite difference         {U * dE_dU:.6f} t")
print(f"U/2 + V                              {U / 2 + sc['V']:.6f} t")
print(f"t dE/dt by finite difference         {dE_dt:.6f} t")
print("Iterations, A: Sigma that produced G_n; B: Sigma[G_n]")
print("n   A: GM (t)   A: coupling (t)   B: GM (t)   B: coupling (t)")
for n in [0, 1, 2, 3, 4, 5, 6, 10, last]:
    print(f"{n:2d}  {gm_it[n, 0]:.6f}   {cc_it[n, 0]:.6f}"
          f"         {gm_it[n, 1]:.6f}   {cc_it[n, 1]:.6f}")
print("Self-consistent and exact energies:")
print("U (t)   GM (t)   coupling (t)   exact (t)")
for u in [1.0, 2.0, 3.0, 4.0]:
    gm_u, cc_u = solve(u)["gm"], coupling_energy(u)
    assert abs(gm_u - cc_u) < 1e-6
    print(f"{u:.1f}   {gm_u:.6f}   {cc_u:.6f}   {exact_state(u)[0]:.6f}")
print(f"Weak-coupling check at U             {U_small:.1f} t")
print(f"U^4 coefficient, self-consistent     {c4_sc:.6f} 1/t^3")
print(f"U^4 coefficient, exact               {c4_exact:.6f} 1/t^3")
print(f"1/256 and 1/1024                     {1 / 256:.6f} {1 / 1024:.6f} 1/t^3")
print("all tests passed")
```

Running it gives:

```
Energies in units of t; hopping t = 1, U = 3.0
exact ground-state energy            -1.000000 t
exact main removal pole              -1.500000 t
exact main addition pole             3.500000 t
max |one-shot G - exact G|           9.0e-12 1/t
Self-consistent second order:
bonding occupation per spin          0.937027
antibonding occupation per spin      0.062973
exact bonding occupation per spin    0.900000
hopping energy                       -1.748110 t
Hartree energy                       1.500000 t
V = (1/2) Tr Sigma G                 -0.665202 t
Galitskii-Migdal energy              -0.913312 t
coupling-integration energy          -0.913312 t
stationary-functional energy         -0.913312 t
|Galitskii-Migdal - coupling|        1.3e-09 t
U dE/dU by finite difference         0.834798 t
U/2 + V                              0.834798 t
t dE/dt by finite difference         -1.748110 t
Iterations, A: Sigma that produced G_n; B: Sigma[G_n]
n   A: GM (t)   A: coupling (t)   B: GM (t)   B: coupling (t)
 0  -0.500000   -0.500000         -1.625000   -1.062500
 1  -1.000000   -1.000000         -0.613977   -0.872140
 2  -0.868425   -0.884718         -1.057990   -0.930424
 3  -0.931630   -0.924112         -0.843101   -0.906729
 4  -0.903546   -0.908998         -0.947015   -0.916089
 5  -0.917773   -0.915089         -0.896886   -0.912147
 6  -0.911078   -0.912561         -0.921233   -0.913815
10  -0.913190   -0.913285         -0.913748   -0.913331
20  -0.913312   -0.913312         -0.913312   -0.913312
Self-consistent and exact energies:
U (t)   GM (t)   coupling (t)   exact (t)
1.0   -1.559109   -1.559109   -1.561553
2.0   -1.209633   -1.209633   -1.236068
3.0   -0.913312   -0.913312   -1.000000
4.0   -0.647995   -0.647995   -0.828427
Weak-coupling check at U             0.2 t
U^4 coefficient, self-consistent     0.003882 1/t^3
U^4 coefficient, exact               0.000975 1/t^3
1/256 and 1/1024                     0.003906 0.000977 1/t^3
all tests passed
```
